# Quantum and transport lifetimes of electrons scattered by remote impurities: test program

```python
"""Quantum and transport lifetimes of a 2D electron gas with remote impurities.

Result under test: tau_t/tau_q -> (2 kF d)^2 if kF d >> 1 AND qs d >> 1.
If kF d >> 1 but qs d << 1, the ratio is 4 kF^2 d / qs instead.
tau_q: lifetime of a momentum state; tau_t: relaxation time of the current;
d: impurity-channel separation; kF: Fermi wavevector;
qs: 2D screening wavevector. SI units inside, engineering units in print.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import exp1, ai_zeros

hbar, e, kB = const.hbar, const.e, const.k
pi = np.pi
nm, ps, meV = 1e-9, 1e-12, 1e-3 * const.e

# Round model parameters
mass_ratio, eps_r = 0.07, 13.0
n_el = 3e15          # electrons per m^2
n_imp = 3e15         # impurities per m^2
d0 = 30 * nm
m = mass_ratio * const.m_e
eps = eps_r * const.epsilon_0
kF = np.sqrt(2 * pi * n_el)
EF = (hbar * kF)**2 / (2 * m)
qs0 = m * e**2 / (2 * pi * eps * hbar**2)
coulomb = e**2 / (2 * eps)

# Half-angle nodes, crowded towards forward scattering
x_gl, w_gl = np.polynomial.legendre.leggauss(400)
u = (x_gl + 1) / 2
half_angle = pi / 2 * u**4
w_half = w_gl / 2 * pi / 2 * 4 * u**3


def sheet(d, qs):
    """Impurity density times squared screened potential, thin sheet."""
    return lambda q: n_imp * (coulomb * np.exp(-q * d) / (q + qs))**2


def rates(power, k):
    """Quantum and transport rates by quadrature over the Fermi circle."""
    q = 2 * k * np.sin(half_angle)
    w = m / (pi * hbar**3) * power(q) * 2 * w_half
    return w.sum(), (w * 2 * np.sin(half_angle)**2).sum()


def ratio(d, k, qs):
    rate_q, rate_t = rates(sheet(d, qs), k)
    return rate_q / rate_t


def small_angle_ratio(d, k, qs):
    """Closed form for kF d >> 1 and any screening strength."""
    s = 2 * qs * d
    g = np.exp(s) * exp1(s)
    f0 = s - s**2 * g
    f2 = s**2 * (1 + s - s * (2 + s) * g)
    return 2 * (2 * k * d)**2 * f0 / f2


def power_of_d(d, k, qs):
    a = 1.01
    return np.log(ratio(d * a, k, qs) / ratio(d / a, k, qs)) / (2 * np.log(a))


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Screened potential: finite-difference Poisson equation with a charged plane
# at z=0 and a linearly responding electron sheet at z=1.
h, q, qs = 0.005, 0.7, 4.0
size, i_source = 7401, 3600
i_sheet = i_source + 200
band = np.zeros((3, size))
band[0, 1:] = band[2, :-1] = -1 / h**2
band[1] = 2 / h**2 + q**2
band[1, i_sheet] += 2 * qs / h
source = np.zeros(size)
source[i_source] = 1 / h
phi = solve_banded((1, 1), band, source)
assert close(phi[i_sheet], np.exp(-q) / (2 * (q + qs)), 1e-4)
assert close(phi[i_source],
             (1 - qs * np.exp(-2 * q) / (q + qs)) / (2 * q), 1e-4)

# Static polarization divided by the density of states, q in units of kF
for q in (0.3, 1.0, 1.7):
    integral = quad(lambda x: np.sqrt(1 - x * x) / q, -1, 1,
                    weight='cauchy', wvar=-q / 2)[0]
    assert close(2 * integral / pi, 1, 1e-4)
q = 3.0
integral = quad(lambda x: np.sqrt(1 - x * x) / (q * (x + q / 2)), -1, 1)[0]
assert close(2 * integral / pi, 1 - np.sqrt(1 - 4 / q**2), 1e-4)

# Golden rule: sum over a Cartesian momentum grid with a narrow energy peak
base = sheet(d0, qs0)
rq, rt = rates(base, kF)
step = 0.001
axis = np.arange(-1.1, 1.1, step)
kx, ky = np.meshgrid(axis, axis)
k_abs = np.hypot(kx, ky)
on_shell = np.abs(k_abs - 1) < 0.04
kx, ky, k_abs = kx[on_shell], ky[on_shell], k_abs[on_shell]
width = 0.01
peak = np.exp(-((k_abs**2 - 1) / width)**2 / 2) / (width * np.sqrt(2 * pi) * EF)
terms = (2 * pi / hbar * base(kF * np.hypot(kx - 1, ky)) * peak
         * (step * kF / (2 * pi))**2)
assert close(terms.sum(), rq, 0.01)
assert close((terms * (1 - kx / k_abs)).sum(), rt, 0.01)

# Boltzmann equation: solve for the distribution driven by a uniform field
n_ang = 720
angle = 2 * pi * np.arange(n_ang) / n_ang
q_mat = 2 * kF * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
hop = m / (2 * pi * hbar**3) * base(q_mat) * 2 * pi / n_ang
collision = np.diag(hop.sum(axis=1)) - hop
collision += rq / n_ang            # fixes the otherwise free constant part
response = np.linalg.solve(collision, np.cos(angle))
tau_current = (response @ np.cos(angle)) / (np.cos(angle) @ np.cos(angle))
assert close(tau_current, 1 / rt, 2e-3)

# Strong-screening limit, absolute rates and powers
far = 20e-6
fq, ft = rates(sheet(far, qs0), kF)
assert close(fq, pi * hbar * n_imp / (2 * m * kF * far), 2e-3)
assert close(ft, pi * hbar * n_imp / (8 * m * (kF * far)**3), 2e-3)
assert close(fq / ft, (2 * kF * far)**2, 2e-3)
assert abs(power_of_d(far, kF, qs0) - 2) < 2e-3

# Closed form for any screening, and the two leading corrections
for s in (0.1, 1.0, 12.0, 50.0):
    args = (300 / kF, kF, s * kF / 600)
    assert close(ratio(*args), small_angle_ratio(*args), 1e-4)
s, kd = 200.0, 1000.0
excess = ratio(kd / kF, kF, s * kF / (2 * kd)) / (2 * kd)**2 - 1
assert abs(excess * s - 4) < 0.05
assert abs(ratio(20 / kF, kF, 1e9 * kF) - (40**2 - 1.25)) < 0.01

# Weak screening: linear in d, still quadratic in kF
d_weak = 100 / kF
qs_weak = 1e-3 / d_weak
assert close(ratio(d_weak, kF, qs_weak), 4 * kF**2 * d_weak / qs_weak, 0.03)
assert abs(power_of_d(d_weak, kF, qs_weak) - 1) < 0.02
assert close(ratio(d_weak, 2 * kF, qs_weak) / ratio(d_weak, kF, qs_weak),
             4, 1e-3)


def rms_angle(power, k):
    w = power(2 * k * np.sin(half_angle)) * w_half
    return np.sqrt((w * (2 * half_angle)**2).sum() / w.sum())


assert close(rms_angle(sheet(far, qs0), kF), np.sqrt(2) / (2 * kF * far), 2e-3)


def correlated(d, qs, kappa):
    """Mean-field donor structure factor, including channel screening."""
    def power(q):
        repulsion = kappa / q * (1 - qs * np.exp(-2 * q * d) / (q + qs))
        return sheet(d, qs)(q) / (1 + repulsion)
    return power


d_c = 200 / kF
cq, ct = rates(correlated(d_c, 1e4 / d_c, 1e4 / d_c), kF)
assert close(cq / ct, 5 / pi**2 * (2 * kF * d_c)**2, 3e-3)


# Finite channel thickness: density b^3 z^2 exp(-b z)/2, mean depth 3/b
def overlap(q, b):
    return b * (8 * b**2 + 9 * b * q + 3 * q**2) / (8 * (b + q)**3)


z = (np.arange(1500) + 0.5) * 0.02
rho = z**2 * np.exp(-z) / 2 * 0.02
kernel = np.exp(-0.7 * np.abs(z[:, None] - z[None, :]))
assert close(rho @ kernel @ rho, overlap(0.7, 1.0), 1e-3)
assert close(rho @ np.exp(-0.7 * z), (1 / 1.7)**3, 1e-3)

# Sizing models for neglected effects
depth = 10 * nm
b = 3 / depth
layer = 10 * nm
T_freeze = 100.0
kappa = e**2 * n_imp / (2 * eps * kB * T_freeze)
N_back, L_back = 1e21, 500 * nm


def thick_channel(q):
    outer = np.exp(-q * (d0 - depth)) * (b / (b + q))**3
    return n_imp * (coulomb * outer / (q + qs0 * overlap(q, b)))**2


def thick_donors(q):
    return base(q) * np.sinh(q * layer) / (q * layer)


def local_field(q):
    g = q / (2 * np.sqrt(q**2 + kF**2))
    return n_imp * (coulomb * np.exp(-q * d0) / (q + qs0 * (1 - g)))**2


def with_background(q):
    column = -np.expm1(-2 * q * L_back) / q
    return base(q) + N_back * column * (coulomb / (q + qs0))**2


def thermal(T):
    """Thermal averages with long-wavelength screening at temperature T."""
    kT = kB * T
    mu = EF + kT * np.log(-np.expm1(-EF / kT))
    low, high = max(0.0, mu - 30 * kT), mu + 30 * kT
    energy = low + (high - low) * u
    weight = w_gl / np.cosh((energy - mu) / (2 * kT))**2
    power = sheet(d0, qs0 * -np.expm1(-EF / kT))
    r = np.array([rates(power, np.sqrt(2 * m * E) / hbar) for E in energy])
    tau_t = (weight * energy / r[:, 1]).sum() / (weight * energy).sum()
    return (weight * r[:, 0]).sum() / weight.sum(), 1 / tau_t


K = 2 * kF * d0
tau_q, tau_t = 1 / rq, 1 / rt
mobility = e * tau_t / m * 1e4
speed = hbar * kF / m
variance = quad(lambda x: x / (2 * d0)**2 / (2 * pi)
                * base(x / (2 * d0)) / EF**2, 0, 40)[0]
rms_potential = np.sqrt(variance) * EF
field = e * n_imp / eps
mean_field = e * n_el / (2 * eps)
airy = -ai_zeros(2)[0]
spacing = (airy[1] - airy[0]) * (hbar**2 * (e * mean_field)**2 / (2 * m))**(1/3)
mu_phonon = 8000.0   # rough room-temperature value, cm^2/Vs

print(f"effective mass: {mass_ratio:.2f} m_e; relative permittivity: {eps_r:.0f}")
print(f"electron density: {n_el/1e4:.1e} cm^-2; donors: {n_imp/1e4:.1e} cm^-2")
print(f"separation d: {d0/nm:.0f} nm")
print(f"Fermi wavevector kF: {kF*nm:.4f} nm^-1; Fermi energy: {EF/meV:.2f} meV")
print(f"screening wavevector qs: {qs0*nm:.4f} nm^-1")
print(f"kF d: {kF*d0:.3f}; qs d: {qs0*d0:.3f}; s = 2 qs d: {2*qs0*d0:.3f}")
print(f"limit (2 kF d)^2: {K**2:.2f}")
print(f"limit tau_q: {2*m*kF*d0/(pi*hbar*n_imp)/ps:.3f} ps")
print(f"limit tau_t: {8*m*(kF*d0)**3/(pi*hbar*n_imp)/ps:.2f} ps")
print(f"small-angle closed-form ratio: {small_angle_ratio(d0, kF, qs0):.2f}")
print(f"full quadrature tau_q: {tau_q/ps:.3f} ps; tau_t: {tau_t/ps:.2f} ps")
print(f"full quadrature ratio: {tau_t/tau_q:.2f}")
print(f"transport mobility: {mobility:.3e} cm^2/Vs")
print(f"mobility if tau_q were used: {e*tau_q/m*1e4:.3e} cm^2/Vs")
print(f"level half-width hbar/(2 tau_q): {hbar/(2*tau_q)/meV:.3f} meV")
print(f"rms scattering angle: {np.degrees(rms_angle(base, kF)):.2f} degrees")
print(f"limit rms angle sqrt(2)/(2 kF d): {np.degrees(np.sqrt(2)/K):.2f} degrees")
print(f"local power of d at this separation: {power_of_d(d0, kF, qs0):.3f}")
for d in (10, 20, 30, 60, 120, 1000):
    value, limit = ratio(d * nm, kF, qs0), (2 * kF * d * nm)**2
    print(f"d = {d} nm: ratio {value:.2f}; (2 kF d)^2 {limit:.2f}; "
          f"quotient {value/limit:.3f}")
print(f"weak-screening test, qs d = {qs_weak*d_weak:.3f}: "
      f"power of d {power_of_d(d_weak, kF, qs_weak):.3f}")
print(f"model inputs: channel depth {depth/nm:.0f} nm, donor layer "
      f"{layer/nm:.0f} nm, freezing {T_freeze:.0f} K")
print(f"background: {N_back/1e6:.1e} cm^-3 within {L_back/nm:.0f} nm each side")
cases = [("thick channel", rates(thick_channel, kF)),
         ("spread donor layer", rates(thick_donors, kF)),
         ("exchange-correlation local field", rates(local_field, kF)),
         ("correlated donors", rates(correlated(d0, qs0, kappa), kF)),
         ("with background impurities", rates(with_background, kF)),
         ("temperature 4 K", thermal(4.0)),
         ("temperature 77 K", thermal(77.0))]
for name, (a, c) in cases:
    print(f"{name}: tau_q {1/a/ps:.3f} ps; tau_t {1/c/ps:.2f} ps; "
          f"ratio {a/c:.2f}")
print(f"rough 300 K phonon mobility (input): {mu_phonon:.0f} cm^2/Vs")
print(f"phonon relaxation time from it: {mu_phonon*1e-4*m/e/ps:.2f} ps")
print(f"rms screened donor potential: {rms_potential/meV:.2f} meV; "
      f"over Fermi energy: {rms_potential/EF:.3f}")
print(f"quantum mean free path: {speed*tau_q/nm:.0f} nm; "
      f"d over path: {d0/(speed*tau_q):.3f}")
print(f"spacer field: {field/1e8:.4f} MV/cm; drop over d: {field*d0:.3f} V")
print(f"triangular-well subband spacing: {spacing/meV:.1f} meV")
print("every check passed")
```

Running it gives:

```
effective mass: 0.07 m_e; relative permittivity: 13
electron density: 3.0e+11 cm^-2; donors: 3.0e+11 cm^-2
separation d: 30 nm
Fermi wavevector kF: 0.1373 nm^-1; Fermi energy: 10.26 meV
screening wavevector qs: 0.2035 nm^-1
kF d: 4.119; qs d: 6.105; s = 2 qs d: 12.211
limit (2 kF d)^2: 67.86
limit tau_q: 0.528 ps
limit tau_t: 35.86 ps
small-angle closed-form ratio: 88.19
full quadrature tau_q: 0.608 ps; tau_t: 52.77 ps
full quadrature ratio: 86.81
transport mobility: 1.326e+06 cm^2/Vs
mobility if tau_q were used: 1.527e+04 cm^2/Vs
level half-width hbar/(2 tau_q): 0.541 meV
rms scattering angle: 8.75 degrees
limit rms angle sqrt(2)/(2 kF d): 9.84 degrees
local power of d at this separation: 1.816
d = 10 nm: ratio 12.02; (2 kF d)^2 7.54; quotient 1.595
d = 20 nm: ratio 41.74; (2 kF d)^2 30.16; quotient 1.384
d = 30 nm: ratio 86.81; (2 kF d)^2 67.86; quotient 1.279
d = 60 nm: ratio 312.39; (2 kF d)^2 271.43; quotient 1.151
d = 120 nm: ratio 1170.95; (2 kF d)^2 1085.73; quotient 1.078
d = 1000 nm: ratio 76135.26; (2 kF d)^2 75398.22; quotient 1.010
weak-screening test, qs d = 0.001: power of d 1.008
model inputs: channel depth 10 nm, donor layer 10 nm, freezing 100 K
background: 1.0e+15 cm^-3 within 500 nm each side
thick channel: tau_q 0.510 ps; tau_t 32.59 ps; ratio 63.91
spread donor layer: tau_q 0.603 ps; tau_t 50.40 ps; ratio 83.52
exchange-correlation local field: tau_q 0.551 ps; tau_t 40.81 ps; ratio 74.11
correlated donors: tau_q 6.646 ps; tau_t 323.71 ps; ratio 48.70
with background impurities: tau_q 0.546 ps; tau_t 26.01 ps; ratio 47.66
temperature 4 K: tau_q 0.607 ps; tau_t 53.14 ps; ratio 87.55
temperature 77 K: tau_q 0.313 ps; tau_t 102.34 ps; ratio 326.60
rough 300 K phonon mobility (input): 8000 cm^2/Vs
phonon relaxation time from it: 0.32 ps
rms screened donor potential: 1.08 meV; over Fermi energy: 0.106
quantum mean free path: 138 nm; d over path: 0.217
spacer field: 0.0418 MV/cm; drop over d: 0.125 V
triangular-well subband spacing: 23.3 meV
every check passed
```
